# Why Island Arms on Hexagonal Metal Surfaces Exceed One Atom in Width

## Definitions and conventions

An island one atom high grows on a close-packed hexagonal surface. Its atoms occupy sites of a triangular lattice, where each site has six nearest neighbours at 60° intervals. These six sites are called the ring of the central site and are numbered 0 to 5 in cyclic order. A *bond* joins two occupied neighbouring sites. Lengths are in surface lattice constants, energies in eV, times in seconds and temperatures in kelvin.

Atoms reach the island one at a time by diffusing over the terrace. After first contact an atom may *roll*: it hops to an empty neighbouring site while keeping contact with an island atom that neighbours both sites. Hops to either side are taken as equally fast. Detachment, strain and the difference between the two kinds of step on a real hexagonal surface are left out.

Three growth rules are compared.

- **Rule H** (hit-and-stick): an atom stops where it first touches the island.
- **Rule R** (relaxation): an atom with one bond rolls until it has at least two; an atom with two or more bonds never moves.
- **Rule M** (mobile edges): an arriving atom rolls until it has at least three bonds. If it has only two after 150 hops, it stops there.

Growth starts from a dimer. A *cut atom* is an atom whose removal disconnects the island. If a free arm has a section one atom wide with further atoms beyond it, the atom in that section is a cut atom.

The statement to be explained has two parts. Under rule R, from the trimer on, the island has no cut atoms, so its free arms have no such section. The immobility of atoms with two or more bonds does a different job: it does not widen the arms, but preserves the branched shape that the diffusive supply creates.

## First contribution: singly bonded atoms roll

Suppose an arriving atom is bonded to one island atom, A, and sits at position 0 of A's ring. Positions 1 and 5 neighbour position 0. Both must be empty, since an atom there would provide a second bond. They are also the two sites to which the arriving atom can hop while keeping contact with A.

From the trimer on, A has at least two bonds to other island atoms. This holds in a triangle, each later atom is added with at least two bonds, and fixed atoms never lose bonds. A's neighbours must therefore fill at least two of the three positions 2, 3 and 4. They cannot all be at position 3, so position 2 or position 4 is occupied. If it is position 2, then position 1 offers bonds to A and to the atom at 2. If it is position 4, the same holds for position 5.

At least one of the two possible hops thus ends the rolling. If the other hop leads to a site with one bond, that bond is again to A and the argument repeats. The probability of still rolling after $n$ hops is at most $2^{-n}$, so the mean number of hops obeys

$$\langle n\rangle=\sum_{n=0}^{\infty}P(\text{still rolling after } n \text{ hops})\le\sum_{n=0}^{\infty}2^{-n}=2 .$$

The bound is reached at a sharp corner, where A has two adjacent neighbours. Two one-bond sites then lie side by side, each with a two-bond site on its other side. By symmetry both have the same mean $h$, and $h=1+\tfrac12h$ gives $h=2$. Solving the hopping equations for all 381 one-bond sites around one simulated island gave a largest mean of 2.00.

The atom also stays close to its landing place. If it hops from position 0 to position 5 and still has one bond, position 4 is empty, so positions 2 and 3 are occupied. Both position 1 and position 4 then offer two bonds. The farther of these lies $\sqrt3$ from position 0, which is the largest displacement that rolling can cause.

The dimer is a separate case, because A has only one neighbour. Three one-bond sites lie between two two-bond sites. Let $h_1$ be the mean from either outer one-bond site and $h_2$ that from the middle one:

$$h_1=1+\tfrac12h_2,\qquad h_2=1+\tfrac12(h_1+h_1)=1+h_1 .$$

Substitution gives $h_1=\tfrac32+\tfrac12h_1$, hence $h_1=3$ and $h_2=4$. The third atom completes a triangle.

## What rolling guarantees

A triangle has no cut atom, since removing any one atom leaves a bonded pair. Suppose an island has no cut atom and a new atom is added with at least two bonds. There are two cases.

1. Remove an old atom. The other old atoms remain connected by assumption. The new atom has lost at most one bond, so it is still attached to them.
2. Remove the new atom. The old island is recovered, and it was connected.

The enlarged island therefore has no cut atom, and induction covers every later size. The order and directions of arrival do not enter, so the result does not depend on diffusion-limited supply.

Some narrow features remain allowed. The last atom at a pointed tip has nothing beyond it, so it is not a cut atom. A single atom may also bridge two arms and close a loop, because the parts it joins stay connected by the other way round. In the simulations 1.4 % of the attachments under rule R joined separate groups of neighbours. Each such attachment closes a loop, but most of these loops are tiny: about two thirds of the enclosed holes are a single empty site, and only a few per cent are bays of more than ten sites between arms.

The theorem was tested on islands at the stage of 400 atoms, by deleting each atom in turn and checking whether the other 399 stayed connected. The six islands grown under rule R had no cut atoms. Under rule H the mean was 283.2, or 71 % of the atoms examined.

## A measure of width

A straight strip of $m$ rows has four broken bonds per column of $m$ atoms: two above its top row and two below its bottom row. For $m=1$ all four belong to the same atom. If $B$ is the number of broken bonds of an island of $N$ atoms, the equivalent width

$$w=\frac{4N}{B}$$

equals $m$ for a long strip. For a branched island, $w$ is the width of the long strip with the same number of broken bonds per atom. It is an average based on the perimeter. A rough edge lowers it, and it is not a direct measurement across each arm.

Let $b_i$ be the number of bonds that atom $i$ makes when it comes to rest. Each bond is counted once, when its later atom attaches. The $N$ atoms have $6N$ neighbour places in all, and each bond fills two of them, one as seen from each end. Hence

$$B=6N-2\sum_i b_i,\qquad w=\frac{4N}{6N-2\sum_i b_i}=\frac{2}{3-\bar b},\qquad \bar b=\frac1N\sum_i b_i .$$

Under rule R the first atom makes no bond, the second makes one, and each of the other $N-2$ makes at least two. Therefore

$$\sum_i b_i\ge 0+1+2(N-2)=2N-3,$$

$$B\le 6N-2(2N-3)=2N+6,$$

$$w\ge\frac{4N}{2N+6}=\frac{2}{1+3/N}.$$

Equality holds when every atom after the second attaches with exactly two bonds. A two-row strip can be built in this way by adding atoms alternately to its rows. For such a strip with 800 atoms the bound is $2/(1+3/800)=1.993$, which is also the width found by counting its broken bonds.

Under rule H each atom after the first is sure of only one bond. Then $\sum_i b_i\ge N-1$ and $B\le4N+2$, so the guaranteed width is $w\ge1/(1+1/(2N))$. In the limit of large islands, relaxation raises the guaranteed width from one atom to two.

## Second contribution: attachments with more than two bonds

The lower bound is not the typical width. Six islands of 1600 atoms were grown under each rule, with these averages:

| Rule | $\bar b$ | $w$, 400 atoms | $w$, 1600 atoms |
|---|---:|---:|---:|
| H | 1.212 | 1.12 | 1.12 |
| R | 2.263 | 2.69 | 2.71 |
| M | 2.909 | 10.89 | 21.97 |

For rule R the formula gives $w=2/(3-2.263)=2.71$. If every attachment had made two bonds, $w$ would have been close to 2. The remaining 0.71 comes from atoms that came to rest in notches with three or more neighbours. These supply 0.263 extra bonds per atom, so at most about 26 % of the atoms can have attached in this way.

The effect of the extra bonds is amplified, because

$$\frac{dw}{d\bar b}=\frac{2}{(3-\bar b)^2},$$

which rises from 2 at $\bar b=2$ to 3.7 at $\bar b=2.263$.

Rule H also has chance contacts with more than one neighbour. They raise its width from about 1 to $2/(3-1.212)=1.12$. Such contacts thicken some places but do not remove the cut atoms. Under rule R, 65.8 % of the arriving atoms moved after contact, so about two thirds of the arrivals had first touched the island with one bond.

## Third contribution: atoms with two bonds stay fixed

Rolling explains why arms are not one atom wide. It does not explain why there are arms.

Arms arise from the diffusive supply. A protruding tip intercepts wandering atoms before they reach the bays behind it. The tip therefore advances faster and shields the bays further. One way to stop this is for attached material to travel from the tips towards the bays. Under rule R, from the trimer on, it moves by at most $\sqrt3$ lattice constants, so the competition between arms over larger distances is left in place.

The triangular lattice matters here. An atom beside a straight close-packed edge touches two edge atoms, so it is already fixed. On a square lattice it would touch only one. Adjacent sites there have no common neighbour, so rolling as defined here would be impossible. If singly bonded atoms were instead allowed to hop from one edge atom to the next, they could run along the whole edge, and the short-range argument above would not apply.

Rule M tests the role of immobility by letting an arriving atom roll on when it has two bonds. Once it has come to rest, it stays fixed. The island size is measured by the radius of gyration $R_g$, the root-mean-square distance of the atoms from their centre of mass. An effective dimension $D$ is defined by $N\propto R_g^D$ between 400 and 1600 atoms:

$$D=\frac{\ln(1600/400)}{\langle\ln[R_g(1600)/R_g(400)]\rangle},$$

where the brackets denote the average over the six islands.

| Rule | $R_g$, 400 atoms | $R_g$, 1600 atoms | $D$ |
|---|---:|---:|---:|
| H | 16.5 | 37.2 | 1.71 |
| R | 10.9 | 24.5 | 1.72 |
| M | 7.6 | 15.1 | 2.01 |

Under rule M the islands are compact at the sizes simulated. The cap of 150 hops limits how far an atom can spread along the edge, so much larger islands need not stay compact. A uniform disc of radius $R$ has $R_g^2=R^2/2$. Each atom occupies an area $\sqrt3/2$, so $\pi R^2=\sqrt3N/2$ and

$$R_g=\left(\frac{\sqrt3\,N}{4\pi}\right)^{1/2}=14.9\quad\text{for }N=1600,$$

close to the simulated 15.1. The equivalent width doubles when $N$ is multiplied by four, as it must for a compact shape: $N$ grows as the square of the diameter and $B$ in proportion to it. The value of $w$ is then set by the size of the whole island and no longer by an arm. It is not the island's diameter: for $N=1600$ the disc has the diameter $2R=2\sqrt2\,R_g=42$, about twice $w$.

Under rule R the width changes from 2.69 to 2.71 over the same range, while $R_g$ more than doubles. The arms lengthen and branch without thickening appreciably. The values of $D$ for rules H and R differ by 0.01, while the standard error of $D$ over six islands is about 0.04, so six islands over a fourfold range of size do not establish a difference. They do not determine the limit for very large islands either.

## Weighing the contributions

In bonds per atom, going from rule H to rule R adds $2.263-1.212=1.051$. Of this, $2-1.212=0.788$ brings the average up to two, and 0.263 lies above two. The step up to two is thus three quarters of the gain in bonds; in terms of $w$ it is $(2-1.12)/(2.71-1.12)$, a little over half. The absence of cut atoms follows from the minimum of two bonds for every added atom, not from the average: two compact clusters joined through a single atom can have more than two bonds per atom and still contain cut atoms. The part above two is a statistical thickening that depends on how atoms arrive.

Immobility acts in the opposite direction on width. Letting arriving atoms with two bonds roll on, with the limit of 150 hops used in rule M, raises $w$ at 1600 atoms from 2.71 to about 22. This is close to the largest value, 23.0, that any island of 1600 atoms can have. It depends on the limit: single islands grown with limits of 5, 20 and 50 hops gave about 5.6, 13 and 20. The two halves of rule R therefore set two limits: mobility of singly bonded atoms prevents thinner arms, and immobility of the others keeps the arms from thickening further.

One might expect rule R to produce the island of rule H drawn with a thicker pen. If the pattern is built from patches of diameter $w$, then $N\propto w^2(R_g/w)^D$, and at fixed $N$

$$R_g\propto w^{\,1-2/D}.$$

With $D=1.71$ and a width ratio $2.71/1.12=2.42$, this predicts that $R_g$ shrinks by a factor $2.42^{-0.17}=0.86$. The simulated factor is $24.5/37.2=0.66$. Thickening measured by $w$ alone does not account for the smaller islands. The simulations do not identify the cause of the remaining difference.

## When the rates permit this rule

Rule R is an idealization of a separation of rates. Let atoms with one and two bonds hop at rates

$$r_j=\nu e^{-E_j/kT},\qquad j=1,2,$$

in each permitted direction, and let $a$ be the arrival rate at the whole island. At a sharp corner an atom is captured at rate $r_1$, moves to the other one-bond site at rate $r_1$, or is interrupted by a new arrival at rate $a$. By symmetry the probability $P$ of interruption before capture is the same from both sites:

$$P=\frac{a+r_1P}{a+2r_1}\quad\Rightarrow\quad P(a+r_1)=a\quad\Rightarrow\quad P=\frac{a}{a+r_1}.$$

From the trimer on, every one-bond site has a capture rate of at least $r_1$, so this is the worst case. An interruption does harm only if the new atom lands close by. Requiring $P\le p$ gives $r_1\ge a(1-p)/p$, and taking the logarithm gives

$$T\ge T_{\rm low}=\frac{E_1}{k\ln[\nu p/(a(1-p))]}.$$

An ordinary edge atom with two adjacent neighbours has two permitted hops. Over the growth time $t$ it moves with probability $1-e^{-2r_2t}$, if it stays exposed throughout. Requiring this to be at most $p$ gives $2r_2t\le-\ln(1-p)$, hence

$$T\le T_{\rm high}=\frac{E_2}{k\ln[2\nu t/(-\ln(1-p))]}.$$

Take round model parameters that represent no particular metal: $\nu=10^{13}$ s⁻¹, $E_1=0.30$ eV, $E_2=0.70$ eV, a flux of $10^{-3}$ atoms per site per second, a capture area of 20000 sites and $p=0.01$. Then $a=10^{-3}\times20000=20$ s⁻¹, and 1600 atoms arrive in $t=1600/20=80$ s. The two logarithms are

$$\ln\frac{10^{13}\times0.01}{20\times0.99}=22.34,\qquad \ln\frac{2\times10^{13}\times80}{0.01005}=39.61 .$$

Hence $T_{\rm low}=0.30\ \text{eV}/(22.34\,k)=156$ K and $T_{\rm high}=0.70\ \text{eV}/(39.61\,k)=205$ K. A window exists if $E_2/E_1>39.61/22.34=1.77$; here the ratio is 2.33. At a fixed final size a larger flux raises both limits, because it increases $a$ and shortens $t$.

At 180 K, $r_1=3.98\times10^4$ s⁻¹ and $r_2=2.52\times10^{-7}$ s⁻¹. The interruption probability at a corner is $20/(20+3.98\times10^4)=5.0\times10^{-4}$. For 1600 atoms this allows at most about 0.8 interruptions on average, and only those caused by a nearby arrival do harm. The probability that an exposed edge atom moves is $2\times2.52\times10^{-7}\times80=4.0\times10^{-5}$. Even if all 1600 atoms were exposed in this way for the whole growth time, only about 0.06 of them would move on average. The local rule R is then a good approximation, though the absence of cut atoms is no longer strictly guaranteed. The supply differs from that of the simulations, where every atom comes from far away. A capture area of 20000 sites is a disc of radius 74, while the final island reaches out to about 47. On average $800/20000=4$ % of the atoms land on top of the island and about a sixth land inside its outer radius. If atoms are deposited uniformly over this area and those landing on top step down, $w$ at 1600 atoms rises to about 2.9 and $D$ to about 1.85, so the tabulated values hold only at much lower coverage.

The limits mark gradual changes. Well below $T_{\rm low}$, atoms may be trapped with one bond and growth approaches rule H, provided that terrace diffusion is still active. Well above $T_{\rm high}$, edge atoms travel farther and the arms are expected to thicken; this range was not simulated. For scale, an edge atom makes the 150 hops of rule M between two arrivals only when $2r_2=150a$, at about 360 K, and at such temperatures older edge atoms move as well, which rule M leaves out. If the hop rates to the two sides of a corner differ strongly, the bound of two hops and the lower temperature limit must be recalculated. The proof that cut atoms are absent survives as long as each atom reaches a site with at least two bonds before the next one interferes, and then stays fixed.

The full set of computed values is given in the numerical output below.

## Computed results

```
Equivalent width of strips with 1, 2, 3 rows (atoms): 0.999 1.993 2.981
Islands per rule: 6; atoms per island: 1600
Cut atoms counted in the first 400 atoms
Rule: hit-and-stick
  mean number of cut atoms: 283.2
  mean bonds made on attachment: 1.212
  equivalent width at 400 atoms: 1.12 atoms
  equivalent width at 1600 atoms: 1.12 atoms
  gyration radius at 400 atoms: 16.5 lattice const.
  gyration radius at 1600 atoms: 37.2 lattice const.
  effective dimension: 1.71
  arrivals that moved after contact: 0.0 %
  attachments bridging a gap: 0.3 %
Rule: one-bond atoms mobile
  mean number of cut atoms: 0.0
  mean bonds made on attachment: 2.263
  equivalent width at 400 atoms: 2.69 atoms
  equivalent width at 1600 atoms: 2.71 atoms
  gyration radius at 400 atoms: 10.9 lattice const.
  gyration radius at 1600 atoms: 24.5 lattice const.
  effective dimension: 1.72
  arrivals that moved after contact: 65.8 %
  attachments bridging a gap: 1.4 %
Rule: one+two-bond mobile
  mean bonds made on attachment: 2.909
  equivalent width at 400 atoms: 10.89 atoms
  equivalent width at 1600 atoms: 21.97 atoms
  gyration radius at 400 atoms: 7.6 lattice const.
  gyration radius at 1600 atoms: 15.1 lattice const.
  effective dimension: 2.01
  arrivals that moved after contact: 97.0 %
  attachments bridging a gap: 0.0 %
Lower bound on width at 1600 atoms: 1.9963 atoms
Mean hops, third atom on a dimer: 3.00 4.00 3.00
Mean hops at a triangle corner: 2.00
One-bond sites on a sample relaxed island: 381
Largest mean hops from these sites: 2.00
Attempt frequency: 1.0e+13 1/s
Barriers E1, E2: 0.30 eV, 0.70 eV
Flux: 1.0e-03 atoms/site/s; capture area: 20000 sites
Arrival rate: 20.0 1/s; growth time: 80.0 s
Allowed failure probability: 1.0 %
Window: 155.8 K to 205.1 K
Hop rates at 180 K: r1 = 3.984e+04 1/s, r2 = 2.517e-07 1/s
Interruption probability at 180 K: 5.02e-04
Edge-atom move probability at 180 K: 4.03e-05
```
